# Mass-Velocity and Darwin Energies of Hydrogenic 1s, 2s and 2p States

## Question and conventions

One electron of mass $m$ and charge $-e$ moves around a fixed point nucleus of charge $Ze$. In Gaussian units,

$$V=-\frac{Ze^2}{r},\quad \alpha=\frac{e^2}{\hbar c},\quad a_0=\frac{\hbar^2}{me^2},\quad E_h=\frac{e^2}{a_0}=\alpha^2mc^2 .$$

Energies are measured from the rest energy $mc^2$. Nuclear size, nuclear recoil and radiative effects are left out. With $\rho=Zr/a_0$, the nonrelativistic energies are $E_n=-Z^2E_h/(2n^2)$, and the normalized radial functions are

$$R_{1s}=2\left(\tfrac{Z}{a_0}\right)^{3/2}e^{-\rho},\qquad R_{2s}=\tfrac{1}{\sqrt2}\left(\tfrac{Z}{a_0}\right)^{3/2}\left(1-\tfrac{\rho}{2}\right)e^{-\rho/2},$$

$$R_{2p}=\tfrac{1}{2\sqrt6}\left(\tfrac{Z}{a_0}\right)^{3/2}\rho\,e^{-\rho/2}.$$

## Part (a): the two-component Hamiltonian

**Question.** Starting from the Dirac equation, find the corrections of order $1/c^2$ to $H_0=p^2/2m+V$, acting on a normalized two-component function.

**Answer.** For the large and small components $\varphi,\chi$ and energy $\varepsilon$, the Dirac equation reads

$$V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=\varepsilon\varphi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2mc^2)\chi=\varepsilon\chi .$$

The second equation, expanded for $|\varepsilon-V|\ll 2mc^2$, gives

$$\chi=\frac{1}{2mc}\left(1-\frac{\varepsilon-V}{2mc^2}\right)\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi .$$

Inserting this in the first, with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$,

$$\left[H_0-\frac{\varepsilon p^2-\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p}{4m^2c^2}\right]\varphi=\varepsilon\varphi .$$

The total norm is $\langle\varphi|1+p^2/4m^2c^2|\varphi\rangle$ to this order, so the normalized function is $\psi=(1+p^2/8m^2c^2)\varphi$. Put $\varphi=(1-p^2/8m^2c^2)\psi$ and multiply from the left by the same factor. The right side becomes $\varepsilon(1-p^2/4m^2c^2)\psi$, whose second term cancels the $\varepsilon p^2$ term on the left. The factors acting on $H_0$ add

$$-\frac{\{p^2,H_0\}}{8m^2c^2}=-\frac{p^4}{8m^3c^2}-\frac{\{p^2,V\}}{8m^2c^2}.$$

Therefore $(H_0+H')\psi=\varepsilon\psi$ with

$$H'=-\frac{p^4}{8m^3c^2}+\frac{1}{4m^2c^2}\left[\boldsymbol\sigma\!\cdot\!\mathbf p\,V\,\boldsymbol\sigma\!\cdot\!\mathbf p-\tfrac12\{p^2,V\}\right].$$

For $A=\boldsymbol\sigma\cdot\mathbf p$, the identity $[A,[A,V]]=A^2V-2AVA+VA^2$ shows that the bracket is $-\tfrac12[A,[A,V]]$. The inner commutator is $-i\hbar\,\boldsymbol\sigma\cdot\nabla V$. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ and $\nabla\times\nabla V=0$,

$$[\boldsymbol\sigma\!\cdot\!\mathbf p,\boldsymbol\sigma\!\cdot\!\nabla V]=-i\hbar\nabla^2V-2i\,\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).$$

Multiplication by $-i\hbar$ and then by $-\tfrac12$ turns the bracket into $\tfrac12\hbar^2\nabla^2V+\hbar\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. Since $\nabla V=Ze^2\mathbf r/r^3$ and $\mathbf S=\hbar\boldsymbol\sigma/2$,

$$H'=-\frac{p^4}{8m^3c^2}+\frac{\hbar^2\nabla^2V}{8m^2c^2}+\frac{Ze^2}{2m^2c^2}\frac{\mathbf L\cdot\mathbf S}{r^3}.$$

These are the mass-velocity, Darwin and spin-orbit terms. The expansion is not valid very close to a point nucleus, where $|V|$ reaches $2mc^2$. Here $H'$ is used for first-order energies, and part (e) checks these against the Dirac levels.

## Part (b): mass-velocity energies

**Question.** Evaluate the first-order mass-velocity energies of 1s, 2s and 2p.

**Answer.** The states 2s and 2p are degenerate, but $H'$ commutes with $L^2$ and does not mix them. The mass-velocity term is also independent of direction and spin, so one expectation value per orbital suffices.

Because $p^2$ is Hermitian, $\langle p^4\rangle$ is the squared norm of $p^2\psi=2m(E_n-V)\psi$. Hence

$$E_{MV}=-\frac{1}{2mc^2}\left\langle(E_n-V)^2\right\rangle .$$

With $V=-Z^2E_h/\rho$ and $E_h^2/(mc^2)=\alpha^2E_h$,

$$E_{MV}=-\frac{Z^4\alpha^2E_h}{2}\left[\frac{1}{4n^4}-\frac{1}{n^2}\left\langle\frac1\rho\right\rangle+\left\langle\frac1{\rho^2}\right\rangle\right].$$

The integrals follow from $\int_0^\infty\rho^k e^{-b\rho}d\rho=k!/b^{k+1}$:

- 1s: $\langle\rho^{-1}\rangle=4\int\rho e^{-2\rho}d\rho=1$ and $\langle\rho^{-2}\rangle=4\int e^{-2\rho}d\rho=2$.
- 2s: $\langle\rho^{-1}\rangle=\tfrac12(1-2+\tfrac64)=\tfrac14$ and $\langle\rho^{-2}\rangle=\tfrac12(1-1+\tfrac24)=\tfrac14$.
- 2p: $\langle\rho^{-1}\rangle=\tfrac{3!}{24}=\tfrac14$ and $\langle\rho^{-2}\rangle=\tfrac{2!}{24}=\tfrac1{12}$.

The square brackets are then

$$\tfrac14-1+2=\tfrac54,\qquad \tfrac1{64}-\tfrac1{16}+\tfrac14=\tfrac{13}{64},\qquad \tfrac1{64}-\tfrac1{16}+\tfrac1{12}=\tfrac7{192},$$

and in units of $Z^4\alpha^2E_h$

$$E_{MV}(1s)=-\tfrac58,\qquad E_{MV}(2s)=-\tfrac{13}{128},\qquad E_{MV}(2p)=-\tfrac7{384}.$$

The sign is negative because the relativistic kinetic energy grows more slowly with momentum than $p^2/2m$. The 2s value exceeds the 2p value in size because 2s has the larger $\langle\rho^{-2}\rangle$; the other two terms are equal.

## Part (c): a calculation that goes wrong

**Question.** A student applies $\nabla^2$ twice to the 1s function at $r>0$ and finds a negative $\langle p^4\rangle$. Find the missing contribution.

**Answer.** Measure length in $a_0/Z$ and momentum in $\hbar Z/a_0$, so that $p^4=\nabla^4$. For $\rho>0$,

$$\nabla^2e^{-\rho}=\left(1-\frac2\rho\right)e^{-\rho},\qquad
\nabla^2\left[\left(1-\frac2\rho\right)e^{-\rho}\right]=\frac1\rho\frac{d^2}{d\rho^2}\left[(\rho-2)e^{-\rho}\right]=\left(1-\frac4\rho\right)e^{-\rho}.$$

This gives $1-4\langle\rho^{-1}\rangle=-3$, which is impossible for the square of a Hermitian operator. The term $-2/\rho$ in the first result has a Laplacian at the origin, $\nabla^2(-2/\rho)=8\pi\delta(\boldsymbol\rho)$. With $|\psi(0)|^2=1/\pi$ it contributes $8$, and $-3+8=5$. This agrees with part (b), where $\langle p^4\rangle=4\times\tfrac54=5$.

The 2s function also starts as $\psi(0)(1-\rho)$, so the same delta function appears with $|\psi(0)|^2=1/(8\pi)$. It contributes $1$ and changes $-\tfrac3{16}$ into $\tfrac{13}{16}$. The norm of $p^2\psi$ avoids the difficulty, because $p^2\psi$ diverges only as $1/\rho$ and is square-integrable. Integration in momentum space confirms all three values of $\langle p^4\rangle$, as the numerical output shows.

## Part (d): Darwin energies

**Question.** Evaluate the Darwin energies and add them to the mass-velocity energies.

**Answer.** From $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ follows $\nabla^2V=+4\pi Ze^2\delta(\mathbf r)$, so

$$E_D=\frac{\pi\hbar^2Ze^2}{2m^2c^2}|\psi(0)|^2 .$$

For s states $|\psi(0)|^2=R(0)^2/4\pi$, which is $Z^3/(\pi a_0^3)$ for 1s and $Z^3/(8\pi a_0^3)$ for 2s. It is zero for 2p. Since

$$\frac{\hbar^2e^2}{m^2c^2a_0^3}=\frac{1}{mc^2}\,\frac{\hbar^2}{ma_0^2}\,\frac{e^2}{a_0}=\frac{E_h^2}{mc^2}=\alpha^2E_h,$$

the Darwin energies in units of $Z^4\alpha^2E_h$ are $+\tfrac12$, $+\tfrac1{16}$ and $0$. The sums are

$$1s:\ -\tfrac58+\tfrac12=-\tfrac18,\qquad 2s:\ -\tfrac{13}{128}+\tfrac8{128}=-\tfrac5{128},\qquad 2p:\ -\tfrac7{384}.$$

For 1s, four fifths of the mass-velocity energy is cancelled. Keeping the mass-velocity term alone would make the shift five times too large. A Gaussian nuclear charge of shrinking width reproduces the three Darwin coefficients without the use of a delta function.

## Part (e): comparison with the Dirac levels

**Question.** With $k=j+\tfrac12$, $a=Z\alpha$ and $\gamma=\sqrt{k^2-a^2}$, the Dirac energies are

$$E=mc^2\left\{\left[1+\frac{a^2}{(n-k+\gamma)^2}\right]^{-1/2}-1\right\}.$$

Expand them through $a^4$. Do the sums of part (d) agree with them?

**Answer.** First, $\gamma\simeq k-a^2/2k$, so the denominator is $(n-a^2/2k)^2$ and

$$u\equiv\frac{a^2}{(n-k+\gamma)^2}\simeq\frac{a^2}{n^2}+\frac{a^4}{n^3k}.$$

With $(1+u)^{-1/2}\simeq1-\tfrac12u+\tfrac38u^2$,

$$E\simeq mc^2\left[-\frac{a^2}{2n^2}-\frac{a^4}{2n^3k}+\frac{3a^4}{8n^4}\right].$$

The first term is $E_n$. Since $mc^2a^4=Z^4\alpha^2E_h$, the rest is

$$\Delta E=-\frac{Z^4\alpha^2E_h}{2n^4}\left(\frac nk-\frac34\right).$$

Its coefficients are $-\tfrac18$ for $1s_{1/2}$, $-\tfrac5{128}$ for both $2s_{1/2}$ and $2p_{1/2}$, and $-\tfrac1{128}$ for $2p_{3/2}$.

The 1s and 2s sums agree. The 2p sum, $-\tfrac7{384}$, equals neither 2p level, because the spin-orbit term is still missing. From $2\mathbf L\cdot\mathbf S=J^2-L^2-S^2$,

$$\frac{\mathbf L\cdot\mathbf S}{\hbar^2}=\tfrac12\left[j(j+1)-2-\tfrac34\right]=-1\ \ (j=\tfrac12),\qquad +\tfrac12\ \ (j=\tfrac32).$$

With $\langle\rho^{-3}\rangle=\tfrac1{24}\int\rho e^{-\rho}d\rho=\tfrac1{24}$, the spin-orbit energy is $Z^4\alpha^2E_h/48$ times these numbers, that is $-\tfrac1{48}$ and $+\tfrac1{96}$. Then

$$-\tfrac7{384}-\tfrac8{384}=-\tfrac5{128},\qquad -\tfrac7{384}+\tfrac4{384}=-\tfrac1{128},$$

as required. The two levels contain $2j+1=2$ and $4$ states, and $2(-1)+4(\tfrac12)=0$. The spin-orbit term therefore drops out of the weighted mean, which is why the scalar terms alone give that mean:

$$\frac{2(-5/128)+4(-1/128)}6=-\frac7{384}.$$

For s states the product of $\mathbf L\psi=0$ and a divergent $1/r^3$ needs care. If the nuclear charge is smeared smoothly, $1/r^3$ is replaced by a function finite at the origin. The spin-orbit energy is then zero for every width, and remains zero in the point limit.

## Part (f): numbers and the range of validity

**Question.** Evaluate the corrections for $Z=20$. How does the accuracy of the 1s shift change up to $Z=80$?

**Answer.** For $Z=20$, $Z\alpha=0.1459$ and $Z^4\alpha^2E_h=8.5202$ hartree. The 1s corrections are

$$-\tfrac58(8.5202)=-5.325,\qquad \tfrac12(8.5202)=4.260,\qquad\text{sum}=-1.065\ \text{hartree},$$

or $-29.0$ eV. For 2s they are $-0.8653+0.5325=-0.3328$ hartree. The scalar 2p shift is $-0.1553$ hartree, to which spin-orbit coupling adds $-0.1775$ or $+0.0888$ hartree. The energies in hartree, in this point-nucleus model, are:

| Level | First order | Dirac |
|---|---:|---:|
| $1s_{1/2}$ | −201.065 | −201.077 |
| $2s_{1/2}$ | −50.333 | −50.337 |
| $2p_{1/2}$ | −50.333 | −50.337 |
| $2p_{3/2}$ | −50.067 | −50.067 |

The size of the remaining error can be derived for 1s. There $n=k=1$ and $\gamma^2+a^2=1$, so the Dirac energy reduces to

$$E_{1s}=mc^2\left(\sqrt{1-a^2}-1\right)=mc^2\left(-\frac{a^2}2-\frac{a^4}8-\frac{a^6}{16}-\cdots\right).$$

The first omitted term is $a^2/2$ times the first-order shift. At $Z=20$ this is 1.1%, and the computed first-order shift is indeed 98.9% of the Dirac shift. At $Z=1$ the figure is 99.997%. At $Z=80$ the shifts are $-272.6$ and $-332.2$ hartree, so first order gives 82% of the Dirac shift. The estimate $a^2/2=0.17$ is then no longer small, and still higher terms matter as well.

The operator $H'$ should also not be added to $H_0$ in a variational calculation. If a trial function is compressed by a factor $\lambda$, its kinetic energy grows as $\lambda^2$, its Darwin energy as $\lambda^3$, and its mass-velocity energy as $-\lambda^4$. The total has no lower bound. The results above are first-order expectation values, and their accuracy rests on $(Z\alpha)^2\ll1$.

## Values computed for the example and the checks

```
alpha = 0.0072973526 (no unit)
1 hartree = 27.211386 eV
Radial means, atomic units:
 1s: <1/r> = Z, <1/r^2> = 2*Z**2
 2s: <1/r> = Z/4, <1/r^2> = Z**2/4
 2p: <1/r> = Z/4, <1/r^2> = Z**2/12
 2p: <1/r^3> = Z**3/24
<p^4>/Z^4, atomic units: exact, momentum integral, r>0 only
 1s: 5, 5.00000000, -3
 2s: 13/16, 0.81250000, -3/16
 2p: 7/48, 0.14583333, 7/48
Coefficients of Z^4 alpha^2 hartree: MV, Darwin, sum
 1s: -5/8, 1/2, -1/8
 2s: -13/128, 1/16, -5/128
 2p: -7/384, 0, -7/384
Darwin coefficient from shrinking Gaussian nucleus:
 1s: 0.5000000
 2s: 0.0625000
 2p: -0.0000000
2p spin-orbit coefficients: j=1/2 -1/48, j=3/2 1/96
Total coefficient, and Dirac root at Z alpha = 0.001:
 1s1/2: -1/8, -0.12500006
 2s1/2: -5/128, -0.03906252
 2p1/2: -5/128, -0.03906252
 2p3/2: -1/128, -0.00781250
Weighted 2p mean coefficient: -7/384
Worked ion: Z = 20, Z alpha = 0.145947
Z^4 alpha^2 = 8.520217 hartree
MV, Darwin, their sum (hartree):
 1s: -5.325135, 4.260108, -1.065027
 2s: -0.865335, 0.532514, -0.332821
 2p: -0.155316, 0.000000, -0.155316
2p spin-orbit (hartree): j=1/2 -0.177505, j=3/2 0.088752
Energies (hartree): nonrelativistic, first order, Dirac
 1s1/2: -200.000000, -201.065027, -201.076523
 2s1/2: -50.000000, -50.332821, -50.336594
 2p1/2: -50.000000, -50.332821, -50.336594
 2p3/2: -50.000000, -50.066564, -50.066742
1s first-order shift = -28.9809 eV
1s shift (hartree): first order, Dirac, first/Dirac in percent
 Z=1: -6.656419e-06, -6.656597e-06, 99.997
 Z=20: -1.065027e+00, -1.076523e+00, 98.932
 Z=80: -2.726469e+02, -3.321921e+02, 82.075
```
